# The Dirac R-matrix on a sphere, its pole expansion and Buttle correction, part 1

(Sections cited here and not found follow in the second part.)

An electron moves in a central potential $V(r)$ that is negligible for $r\ge a$. Its scattering is fixed by the ratio of the two radial functions at $r=a$. The R-matrix expresses this ratio through discrete states of the sphere, which are found once and then serve for every scattering energy.

Hartree atomic units are used. The energy $E$ excludes the rest energy $c^2$. For one relativistic angular quantum number $\kappa$ ($-1$ for $s_{1/2}$, $+1$ for $p_{1/2}$), the large and small radial functions $P$ and $Q$ satisfy

$$P'+\frac{\kappa}{r}P=\Big(2c+\frac{E-V}{c}\Big)Q,\qquad Q'-\frac{\kappa}{r}Q=-\frac{E-V}{c}P. \tag{1}$$

The potential is real and piecewise smooth. At the origin it is either bounded or behaves as $-Z/r$ with $Z<c|\kappa|$. The regular solution then starts as $r^{\gamma}$, with $\gamma=\sqrt{\kappa^2-Z^2/c^2}>0$ (and $Z=0$ in the bounded case). This is a one-channel static problem: exchange, polarization and excitation of a target are left out.

## First half: from the boundary condition to the pole expansion

### (a) The boundary condition

*In nonrelativistic theory the states of the sphere have a chosen logarithmic derivative $aP'/P=b$ at $r=a$. Which energy-independent ratio $Q/P$ takes its place, and which logarithmic derivative does that ratio impose at finite $c$?*

**Solution.** Multiply the first equation (1) by $a/P$ at $r=a$:

$$\frac{aP'}{P}+\kappa=2ac\Big(1+\frac{E-V(a)}{2c^2}\Big)\frac{Q}{P}. \tag{2}$$

When $|E-V(a)|\ll 2c^2$ the bracket tends to one. Setting $aP'/P=b$ then gives

$$\frac{Q(a)}{P(a)}=\beta,\qquad \beta=\frac{b+\kappa}{2ac}. \tag{3}$$

We now impose (3) at every energy, with $b$ a fixed real number. Putting it back into (2) gives $aP'/P+\kappa=(b+\kappa)[1+(E-V(a))/2c^2]$, so that

$$\frac{aP'}{P}=b+(b+\kappa)\frac{E-V(a)}{2c^2}. \tag{4}$$

The number $b$ is therefore the logarithmic derivative in the nonrelativistic limit. At finite $c$ the derivative drifts with energy, unless $b=-\kappa$. The ratio $Q/P$ is nevertheless the right quantity to fix. Part (b) shows that an energy-independent ratio makes the states orthogonal.

The R-matrix measures how far a solution at energy $E$ departs from (3):

$$P(a)=R(E)\,F,\qquad F=2acQ(a)-(b+\kappa)P(a)=2ac\,[Q(a)-\beta P(a)]. \tag{5}$$

For $c\to\infty$, $F$ becomes $aP'-bP$, which gives the usual nonrelativistic definition. $R$ is dimensionless.

### (b) Orthogonality and overlaps

*Show that the states obeying (3) are orthogonal, and find the overlap of such a state with the regular solution at another energy.*

**Solution.** Let $(P,Q)$ belong to $E$ and $(\tilde P,\tilde Q)$ to $E'$. Differentiate $\tilde QP-\tilde PQ$ and insert (1) for each derivative:

$$\begin{aligned}(\tilde QP-\tilde PQ)'={}&\Big[\frac{\kappa}{r}\tilde Q-\frac{E'-V}{c}\tilde P\Big]P+\tilde Q\Big[-\frac{\kappa}{r}P+\Big(2c+\frac{E-V}{c}\Big)Q\Big]\\&-\Big[-\frac{\kappa}{r}\tilde P+\Big(2c+\frac{E'-V}{c}\Big)\tilde Q\Big]Q-\tilde P\Big[\frac{\kappa}{r}Q-\frac{E-V}{c}P\Big].\end{aligned}$$

The $\kappa$ terms cancel in pairs, and so do the terms with $V$ and $2c$. What remains is $(E-E')(\tilde PP+\tilde QQ)/c$. Integrate from $0$ to $a$. At the origin the products vanish as $r^{2\gamma}$, so

$$(E-E')\int_0^a(\tilde PP+\tilde QQ)\,dr=c\,[\tilde QP-\tilde PQ]_{r=a}. \tag{6}$$

No complex conjugation was used, and (6) holds for complex energies too.

If both solutions obey (3), the right side is $c(\beta\tilde PP-\tilde P\beta P)=0$. States of different energy are therefore orthogonal. Taking $\tilde P=P^*$, $\tilde Q=Q^*$ and $E'=E^*$ shows that the eigenvalues $E_k$ are real. Each is simple, because the regular solution is unique up to a factor. We choose real functions with $\int_0^a(P_k^2+Q_k^2)\,dr=1$.

The states are also complete in the mean-square sense. The inverse of $H-E$ is an integral operator whose kernel is built from the regular solution at the smaller radius and a solution obeying (3) at the larger one. Near the origin its size is $(r_</r_>)^{\gamma}$, which is square integrable. The inverse is thus compact, and the spectral theorem supplies a complete set. That set contains both an electron branch and a negative-energy branch. For $V=0$ and $\beta\le0$ they are separated by the gap $-2c^2<E<0$. Inside it (1) gives $(PQ)'=(2c+E/c)Q^2-(E/c)P^2>0$, so $PQ$ is positive at $r=a$ and cannot equal $\beta P^2$. A positive $\beta$ can place a state inside the gap.

Now let the tilded solution in (6) be state $k$, with $Q_k(a)=\beta P_k(a)$:

$$(E-E_k)\langle k|u_E\rangle=cP_k(a)[\beta P(a)-Q(a)]=-\frac{P_k(a)F}{2a},$$

$$\langle k|u_E\rangle=\frac{P_k(a)\,F}{2a\,(E_k-E)}. \tag{7}$$

Here $P_k(a)\neq0$, since otherwise $Q_k(a)$ would vanish as well, and with it the whole solution.

### (c) A safe expansion

*One would like to write $P(r)=\sum_kP_k(r)\langle k|u_E\rangle$ and set $r=a$. Why is this not justified? Find an expansion that needs mean-square completeness alone.*

**Solution.** Every partial sum of the series obeys $Q=\beta P$ at $r=a$. The solution $u_E$ does not, unless $F=0$. The two series therefore cannot both converge to $P(a)$ and $Q(a)$. Mean-square convergence permits this, because it says nothing about a single point.

Instead, evaluate the overlap of two solutions in two ways. Scale both so that $F=1$. By (5), $P(a)=R(E)$ and $Q(a)=\beta R(E)+1/(2ac)$, and likewise at $E'$. Then (6) gives

$$(E-E')\langle u_{E'}|u_E\rangle=c\Big[\Big(\beta R(E')+\frac1{2ac}\Big)R(E)-R(E')\Big(\beta R(E)+\frac1{2ac}\Big)\Big]=\frac{R(E)-R(E')}{2a}. \tag{8}$$

Completeness gives the same overlap as a sum of products of the coefficients (7):

$$\langle u_{E'}|u_E\rangle=\sum_k\frac{P_k(a)^2}{4a^2(E_k-E)(E_k-E')}.$$

Multiply by $2a(E-E')$ and split the product into partial fractions:

$$R(E)-R(E')=\frac1{2a}\sum_kP_k(a)^2\Big[\frac1{E_k-E}-\frac1{E_k-E'}\Big]. \tag{9}$$

This sum converges absolutely. For $E'\to E$, with a general scale restored, (8) becomes

$$\frac{dR}{dE}=\frac{2a}{F^2}\int_0^a(P^2+Q^2)\,dr>0. \tag{10}$$

$R$ thus rises with energy between its poles.

### (d) High poles

*Find the spacing of the levels and the surface amplitudes for $|E_k|\to\infty$. Can the two terms of (9) be summed separately, and is the electron branch enough?*

**Solution.** Write $P=\rho\cos\theta$ and $Q=\rho\sin\theta$. Forming $PP'+QQ'$ and $PQ'-QP'$ from (1) gives

$$\frac{\rho'}{\rho}=-\frac{\kappa}{r}\cos2\theta+c\sin2\theta,\qquad \theta'=-\frac{E-V}{c}+\frac{\kappa}{r}\sin2\theta-2c\sin^2\theta.$$

At large $|E|$ the angle turns at the rate $-E/c$. The right side of the first equation oscillates rapidly and integrates to a quantity of order $1/|E|$ over any range away from the origin. Near the origin, in the variable $|E|r/c$, the equations tend to a fixed massless problem. Its regular solution is bounded and approaches constant amplitude, so this small region adds nothing to the norm in the limit. Hence $\rho^2\to1/a$ for a normalized state. Since $Q_k=\beta P_k$ at the surface,

$$P_k(a)^2\to\frac{1}{a(1+\beta^2)}. \tag{11}$$

For the spacing, note that $\tilde QP-\tilde PQ=\tilde\rho\rho\sin(\tilde\theta-\theta)$. Letting $E'\to E$ in (6) gives $d\theta(a)/dE=-\int_0^a\rho^2dr/[c\rho(a)^2]\to-a/c$. Condition (3) fixes $\theta(a)$ up to multiples of $\pi$, so neighbouring levels are $\pi c/a$ apart in the limit.

The terms $P_k^2/E_k$ thus fall only as $1/k$. When the upper limit of the electron-branch sum is doubled, the sum grows by

$$\frac1{2a}\cdot\frac1{a(1+\beta^2)}\cdot\frac{a}{\pi c}\int_\Lambda^{2\Lambda}\frac{dE}{E}=\frac{\ln2}{2\pi ac(1+\beta^2)}. \tag{12}$$

The electron branch alone diverges logarithmically. The negative-energy branch has the same limiting density and terms of opposite sign, so a cutoff $|E_k|\le\Lambda$ can give a finite limit. For $c\to\infty$ the growth (12) vanishes, in agreement with the convergent nonrelativistic sum.

### (e) The value of R itself

*Remove the reference energy $E'$ from (9).*

**Solution.** Take $E'=i\eta$ and let $\eta\to\infty$. First we need $R(i\eta)$. Apply (6) to $u$ and $u^*$, at energies $i\eta$ and $-i\eta$, with upper limit $r$:

$$2i\eta\int_0^r(|P|^2+|Q|^2)\,ds=c(Q^*P-P^*Q)=-2ic\,\mathrm{Im}(P^*Q).$$

So $P\ne0$, and $y=Q/P$ lies in the lower half-plane. From (1),

$$y'=-\frac{i\eta}{c}(1+y^2)+g,\qquad g=\frac{2\kappa}{r}y+\frac Vc-\Big(2c-\frac Vc\Big)y^2.$$

Let $w=(y+i)/(y-i)$, which satisfies $|w|<1$ in the lower half-plane. Since $dw/dy=-2i/(y-i)^2$ and $1+y^2=(y+i)(y-i)$,

$$w'=-\frac{2\eta}{c}w-\frac{2i\,g}{(y-i)^2}.$$

In the lower half-plane $|y-i|\ge1$ and $|y|\le|y-i|$. On $a/2\le r\le a$ the last term is therefore bounded by a constant $K$ independent of $\eta$. This gives $|w(a)|\le e^{-\eta a/c}+Kc/(2\eta)\to0$, which means $Q/P\to-i$. By (5),

$$R(i\eta)\to\frac1{2ac(-i-\beta)}=\frac{i-\beta}{2ac(1+\beta^2)}. \tag{13}$$

Now take the real part of (9) at real $E$:

$$R(E)=\mathrm{Re}\,R(i\eta)+\frac1{2a}\sum_kP_k(a)^2\Big[\frac1{E_k-E}-\frac{E_k}{E_k^2+\eta^2}\Big]. \tag{14}$$

Compare this with a sharp cutoff at $|E_k|\le\eta$. Inside the cutoff, (14) has the extra terms $-E_k/(E_k^2+\eta^2)$. Outside it has terms that tend to $\eta^2/[E_k(E_k^2+\eta^2)]$, apart from a remainder of order $E/E_k^2$ whose sum vanishes as $1/\eta$. With $x=E_k/\eta$, part (d) gives the same constant density of $P_k^2$ on both sides of $x=0$. The extra sums therefore tend to multiples of

$$\int_{-1}^{1}\frac{x\,dx}{1+x^2}=0,\qquad \int_{|x|>1}\frac{dx}{x(1+x^2)}=0,$$

which vanish because the integrands are odd. Hence

$$R(E)=\frac1{2a}\lim_{\Lambda\to\infty}\sum_{|E_k|\le\Lambda}\frac{P_k(a)^2}{E_k-E}-\frac{b+\kappa}{(2ac)^2+(b+\kappa)^2}. \tag{15}$$

The constant is the real part of (13), $-\beta/[2ac(1+\beta^2)]$, written out with (3). It vanishes for $b=-\kappa$, and it falls as $1/c^2$ in the nonrelativistic limit.

Equation (15) also settles the question left open in (c). By (7), the series for $P$ at $r=a$ is $F$ times the pole sum. Its value is

$$P+\frac{\beta F}{2ac(1+\beta^2)}=P+\frac{\beta(Q-\beta P)}{1+\beta^2}=\frac{P+\beta Q}{1+\beta^2},$$

with $P$ and $Q$ taken at $a$. This differs from $P(a)$ unless $\beta F=0$.

## Second half: omitted poles, phase shifts and an example

**Symbols and results carried over.** The sphere has radius $a$, and $\beta=(b+\kappa)/(2ac)$. The R-matrix is defined by $P(a)=R\,F$ with $F=2ac[Q(a)-\beta P(a)]$. The normalized states of the sphere obey $Q_k(a)=\beta P_k(a)$ and have energies $E_k$; we write $S_k=P_k(a)^2$. They form an electron branch and a negative-energy branch. The first half showed that

$$R(E)=\frac1{2a}\sum_k\frac{S_k}{E_k-E}+C,\qquad C=-\frac{b+\kappa}{(2ac)^2+(b+\kappa)^2}, \tag{16}$$

where the sum covers both branches with a symmetric energy cutoff. The electron branch alone diverges logarithmically.

### (f) The Buttle correction

*In practice the $N$ lowest electron-branch states are known. Use a solvable comparison potential to estimate everything that is missing from their sum, and find the error that remains.*

The R-matrix has been expressed as a sum over both branches of sphere states plus a known constant, and the electron branch alone has been shown to diverge logarithmically. It remains to estimate the omitted contributions with a comparison potential, to obtain the phase shift from $R$, and to examine the error in a worked example.
